# Spin Connection from Anholonomy and Its Part in the Dirac Lagrangian

A spinor in curved space, or in a curvilinear frame, is differentiated with a spin connection. The problem is to find that connection from the commutators of the frame vectors, and then to determine which of its components a Hermitian Dirac Lagrangian contains.

Greek indices refer to coordinates and Latin indices to an orthonormal frame, with $\eta_{ab}=\mathrm{diag}(1,-1,-1,-1)$. The coframe $e^a{}_\mu$ and the frame vectors $e_a=e_a{}^\mu\partial_\mu$ are inverse to each other, $g_{\mu\nu}=\eta_{ab}e^a{}_\mu e^b{}_\nu$, and $e=\det(e^a{}_\mu)>0$. Units have $\hbar=c=1$ until energies are evaluated. The anholonomy coefficients are defined by

$$[e_a,e_b]=C_{ab}{}^c e_c,\qquad C_{abc}=C_{ab}{}^d\eta_{dc}=-C_{bac}.$$

The spin connection obeys the tetrad postulate

$$\partial_\mu e^a{}_\nu+\omega_\mu{}^a{}_b e^b{}_\nu-\Gamma^\lambda{}_{\mu\nu}e^a{}_\lambda=0 .$$

We write $\omega_{abc}=e_a{}^\mu\omega_{\mu bc}$, so the first index is the direction of differentiation. Two assumptions are made: zero torsion, $\Gamma^\lambda{}_{\mu\nu}=\Gamma^\lambda{}_{\nu\mu}$, and metric compatibility. With $\nabla_\mu$ acting on coordinate indices alone, the postulate reads $\nabla_\mu e^a{}_\nu=-\omega_\mu{}^a{}_be^b{}_\nu$, whence

$$\nabla_\mu g_{\nu\lambda}=-(\omega_{\mu cb}+\omega_{\mu bc})e^b{}_\nu e^c{}_\lambda .$$

Metric compatibility is therefore equivalent to $\omega_{abc}=-\omega_{acb}$.

## (a) Eliminate $\Gamma$ and relate $C_{abc}$ to $\omega_{abc}$.

**Solution.** Subtract from the postulate the same equation with $\mu$ and $\nu$ exchanged. The symmetric $\Gamma$ cancels:

$$\partial_\mu e^c{}_\nu-\partial_\nu e^c{}_\mu+\omega_\mu{}^c{}_d e^d{}_\nu-\omega_\nu{}^c{}_d e^d{}_\mu=0 .$$

Contraction with $e_a{}^\mu e_b{}^\nu$ gives

$$e_a{}^\mu e_b{}^\nu(\partial_\mu e^c{}_\nu-\partial_\nu e^c{}_\mu)+\omega_a{}^c{}_b-\omega_b{}^c{}_a=0 .$$

To identify the first term, take the $c$ component of the commutator:

$$C_{ab}{}^c=e^c{}_\nu\left(e_a{}^\mu\partial_\mu e_b{}^\nu-e_b{}^\mu\partial_\mu e_a{}^\nu\right).$$

Differentiating $e^c{}_\nu e_b{}^\nu=\delta^c_b$ gives $e^c{}_\nu\partial_\mu e_b{}^\nu=-e_b{}^\nu\partial_\mu e^c{}_\nu$. Using this in both terms, and renaming the summed indices in the second, we find

$$C_{ab}{}^c=-e_a{}^\mu e_b{}^\nu(\partial_\mu e^c{}_\nu-\partial_\nu e^c{}_\mu).$$

Thus $C_{ab}{}^c=\omega_a{}^c{}_b-\omega_b{}^c{}_a$. Lowering $c$ and using antisymmetry in the last two indices of $\omega$,

$$C_{abc}=\omega_{acb}-\omega_{bca}=\omega_{bac}-\omega_{abc}.\tag{1}$$

## (b) Solve (1). Find the totally antisymmetric part and the trace of the solution.

**Solution.** Write (1) and its two cyclic permutations, moving indices into a common order:

$$\begin{aligned}
C_{abc}&=\omega_{bac}-\omega_{abc},\\
C_{cab}&=\omega_{acb}-\omega_{cab}=-\omega_{abc}+\omega_{cba},\\
C_{bca}&=\omega_{cba}-\omega_{bca}=\omega_{cba}+\omega_{bac}.
\end{aligned}$$

Add the first two and subtract the third. The terms $\omega_{bac}$ and $\omega_{cba}$ cancel, leaving $-2\omega_{abc}$. Therefore

$$\boxed{\omega_{abc}=\tfrac12\left(C_{bca}-C_{abc}-C_{cab}\right)}.\tag{2}$$

This shows that there is at most one solution. To see that (2) is a solution, insert it in the right side of (1):

$$\begin{aligned}
\omega_{bac}-\omega_{abc}
&=\tfrac12(C_{acb}-C_{bac}-C_{cba})-\tfrac12(C_{bca}-C_{abc}-C_{cab})\\
&=\tfrac12(-C_{cab}+C_{abc}+C_{bca})-\tfrac12(C_{bca}-C_{abc}-C_{cab})=C_{abc}.
\end{aligned}$$

Exchanging $b$ and $c$ in (2) gives $\frac12(C_{cba}-C_{acb}-C_{bac})=\frac12(-C_{bca}+C_{cab}+C_{abc})=-\omega_{abc}$, as required. The postulate then defines a symmetric, metric-compatible $\Gamma$, which is the Christoffel connection.

Let square brackets denote antisymmetrization with unit weight. A cyclic permutation of three indices is even, so all three terms in (2) have the same antisymmetric part:

$$\omega_{[abc]}=\tfrac12(1-1-1)C_{[abc]}=-\tfrac12C_{[abc]}.\tag{3}$$

For the trace, define $V_c=e^{-1}\partial_\mu(e\,e_c{}^\mu)=\nabla_\mu e_c{}^\mu$, the divergence of a frame vector. Since $\nabla_\mu(e^a{}_\nu e_c{}^\nu)=0$, the postulate gives $\nabla_\mu e_c{}^\nu=\omega_\mu{}^b{}_c e_b{}^\nu$. Setting $\nu=\mu$ and summing,

$$V_c=\eta^{ab}\omega_{abc}=\tfrac12\left(C_{bc}{}^b-0-C_{cb}{}^b\right)=C_{bc}{}^b.\tag{4}$$

The zero comes from contracting the antisymmetric pair of $C_{abc}$.

## (c) Which components of $\omega_{abc}$ appear in the Hermitian Dirac Lagrangian?

Take minimal coupling, with $D_a\psi=e_a\psi+\Omega_a\psi$, $\Omega_a=\frac14\omega_{abc}\gamma^b\gamma^c$, and

$$\frac{\mathcal L}{e}=\frac i2\left[\bar\psi\gamma^aD_a\psi-(D_a\bar\psi)\gamma^a\psi\right]-m\bar\psi\psi .$$

**Solution.** First check the sign of $\Omega_a$. From $\{\gamma^a,\gamma^b\}=2\eta^{ab}$,

$$[\gamma^c\gamma^d,\gamma^b]=\gamma^c\{\gamma^d,\gamma^b\}-\{\gamma^c,\gamma^b\}\gamma^d=2\eta^{db}\gamma^c-2\eta^{cb}\gamma^d .$$

Multiplication by $\frac14\omega_{acd}$ gives two equal terms, and

$$[\Omega_a,\gamma^b]=-\omega_a{}^b{}_c\gamma^c.\tag{5}$$

This is the condition $\omega_a{}^b{}_c\gamma^c+[\Omega_a,\gamma^b]=0$ that the constant matrices $\gamma^b$ be covariantly constant.

For $\bar\psi=\psi^\dagger\gamma^0$ we use $\gamma^0(\gamma^a)^\dagger\gamma^0=\gamma^a$. Taking the adjoint reverses the order of $\gamma^b\gamma^c$, so $\gamma^0\Omega_a^\dagger\gamma^0=-\Omega_a$ and $D_a\bar\psi=e_a\bar\psi-\bar\psi\Omega_a$. The two minus signs combine, and the connection enters through an anticommutator:

$$\frac{\mathcal L_\omega}{e}=\frac i2\bar\psi\{\gamma^a,\Omega_a\}\psi .$$

Let $\gamma^{bc}=\frac12[\gamma^b,\gamma^c]$ and $\gamma^{abc}=\gamma^{[a}\gamma^b\gamma^{c]}$. Then

$$\begin{aligned}
\gamma^a\gamma^{bc}&=\gamma^{abc}+\eta^{ab}\gamma^c-\eta^{ac}\gamma^b,\\
\gamma^{bc}\gamma^a&=\gamma^{abc}-\eta^{ab}\gamma^c+\eta^{ac}\gamma^b.
\end{aligned}\tag{6}$$

If $b=c$ both sides vanish. If all indices differ, moving $\gamma^a$ past two other matrices produces no net sign. If $a=b\ne c$, the products are $\eta^{aa}\gamma^c$ and $\gamma^a\gamma^c\gamma^a=-\eta^{aa}\gamma^c$; the case $a=c\ne b$ follows by antisymmetry. These cases exhaust (6).

Adding the lines gives $\{\gamma^a,\gamma^{bc}\}=2\gamma^{abc}$, and hence

$$\boxed{\frac{\mathcal L_\omega}{e}=\frac i4\,\omega_{[abc]}\,\bar\psi\gamma^{abc}\psi}.\tag{7}$$

Explicit dependence on $\omega$ is confined to its totally antisymmetric part. The connection has $4\times6=24$ independent components, which decompose as

$$\omega_{abc}=\omega_{[abc]}+\tfrac13(\eta_{ab}V_c-\eta_{ac}V_b)+t_{abc}.$$

The first two terms have four components each, and the traceless remainder $t_{abc}$, with no totally antisymmetric part, has sixteen. Four components remain in (7) and twenty cancel. This cancellation did not use zero torsion; it holds for any metric-compatible $\omega$ with this coupling. Zero torsion is sufficient for replacing $\omega_{[abc]}$ by $-\frac12C_{[abc]}$; torsion alters this relation only through its own totally antisymmetric part. Additional, nonminimal couplings could contain other components.

## (d) Express the result through the axial current. When does it vanish for an orthogonal coordinate frame?

Use $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$ and $\epsilon^{0123}=+1$.

**Solution.** Since $(\gamma^3)^2=-1$, we have $\gamma_5\gamma^3=-i\gamma^0\gamma^1\gamma^2$. Therefore

$$\gamma^0\gamma^1\gamma^2=i\gamma_5\gamma^3=-i\gamma^3\gamma_5=i\gamma_3\gamma_5 .$$

Cyclic permutations of 1, 2, 3 give the other products containing $\gamma^0$. For the remaining one, $\gamma^0\gamma_5=i\gamma^1\gamma^2\gamma^3$, so $\gamma^1\gamma^2\gamma^3=-i\gamma_0\gamma_5$, in agreement with $\epsilon^{1230}=-1$. Thus $\gamma^{abc}=i\epsilon^{abcd}\gamma_d\gamma_5$. Equations (7) and (3) become

$$\frac{\mathcal L_\omega}{e}=-\frac14\epsilon^{abcd}\omega_{abc}\bar\psi\gamma_d\gamma_5\psi
=\frac18\epsilon^{abcd}C_{abc}\,\bar\psi\gamma_d\gamma_5\psi.\tag{8}$$

The numerical output evaluates these quantities at a point of a generic curved, nondiagonal frame. In $\mathcal L/e$, the part without the connection is $-3.304891$, the axial term is $0.111472$, and their sum is $-3.193419$, the value found from the full covariant derivative.

For orthogonal coordinates with $e_a=h_a^{-1}\partial_a$ (no sum),

$$[e_a,e_b]=h_a^{-1}(\partial_ah_b^{-1})\partial_b-h_b^{-1}(\partial_bh_a^{-1})\partial_a .$$

The commutator has components only along $e_a$ and $e_b$. Hence $C_{abc}=0$ when all indices differ, and the axial term always vanishes in this frame, even if the space is curved.

## (e) Has the trace disappeared from the Dirac equation?

**Solution.** No. It returns when the derivative of $\bar\psi$ is integrated by parts. In the variation of the action with respect to $\bar\psi$, that term gives, apart from a boundary term,

$$-\frac i2e\,e_a{}^\mu(\partial_\mu\delta\bar\psi)\gamma^a\psi
\;\to\;\frac i2\delta\bar\psi\,\gamma^a\partial_\mu(e\,e_a{}^\mu\psi)
=\frac i2e\,\delta\bar\psi\,\gamma^a(e_a+V_a)\psi .$$

Together with the other derivative term and (7), this yields

$$i\gamma^a\left(e_a+\tfrac12V_a\right)\psi+\frac i4\omega_{[abc]}\gamma^{abc}\psi-m\psi=0.\tag{9}$$

On the other hand, contracting the first line of (6) with $\frac14\omega_{abc}$ gives

$$\gamma^a\Omega_a=\tfrac14\omega_{[abc]}\gamma^{abc}+\tfrac12V_a\gamma^a.\tag{10}$$

The two trace terms in (6) contribute equally because $\omega_{abc}=-\omega_{acb}$. Equation (9) is therefore the usual equation $i\gamma^aD_a\psi-m\psi=0$.

The same accounting explains the one-sided Lagrangian $i\bar\psi\gamma^aD_a\psi-m\bar\psi\psi$. With $j^a=\bar\psi\gamma^a\psi$, its excess over the Hermitian expression is

$$\begin{aligned}
\frac i2[\bar\psi\gamma^aD_a\psi+(D_a\bar\psi)\gamma^a\psi]
&=\frac i2\left(e_aj^a+\bar\psi[\gamma^a,\Omega_a]\psi\right)\\
&=\frac i2(e_aj^a+V_aj^a)
=\frac i{2e}\partial_\mu(e\,e_a{}^\mu j^a),
\end{aligned}$$

where (5) supplied the commutator. At the generic point this difference is $-0.959124\,i$. It is imaginary, and it leaves the field equation unchanged because it is a divergence. With torsion, $\eta^{ab}\omega_{abc}$ need not equal the frame divergence $V_c$, and this last conclusion can fail.

## (f) Find the energy of a spinor constant in the invariant frame of a three-sphere.

Consider a static space-time, time multiplied by a sphere of radius $R$. Let $e_0=\partial_t$ and take the spatial coframe $e^i=(R/2)\sigma^i$, where

$$\begin{aligned}
\sigma^1&=\cos\zeta\,d\theta+\sin\zeta\sin\theta\,d\varphi,\\
\sigma^2&=-\sin\zeta\,d\theta+\cos\zeta\sin\theta\,d\varphi,\qquad
\sigma^3=d\zeta+\cos\theta\,d\varphi .
\end{aligned}$$

Its squared length element is $\frac{R^2}{4}(d\theta^2+d\varphi^2+d\zeta^2+2\cos\theta\,d\varphi\,d\zeta)$. The embedding $z_1=R\cos\frac\theta2e^{i(\zeta+\varphi)/2}$, $z_2=R\sin\frac\theta2e^{i(\zeta-\varphi)/2}$ has $|z_1|^2+|z_2|^2=R^2$ and the same length element, so this is the round sphere.

**Solution.** Direct differentiation gives

$$d\sigma^3=-\sin\theta\,d\theta\wedge d\varphi=-\sigma^1\wedge\sigma^2,$$

$$\begin{aligned}
d\sigma^1&=-\sin\zeta\,d\zeta\wedge d\theta+\cos\zeta\sin\theta\,d\zeta\wedge d\varphi+\sin\zeta\cos\theta\,d\theta\wedge d\varphi\\
&=-\sigma^2\wedge\sigma^3.
\end{aligned}$$

Replacing $\zeta$ by $\zeta+\pi/2$ sends $\sigma^1\to\sigma^2$ and $\sigma^2\to-\sigma^1$, so $d\sigma^2=-\sigma^3\wedge\sigma^1$. Consequently $de^3=-(2/R)e^1\wedge e^2$, with cyclic counterparts. By the formula for $C_{ab}{}^c$ in part (a),

$$C_{ij}{}^k=\frac2R\epsilon_{ijk},\qquad C_{ijk}=-\frac2R\epsilon_{ijk},\qquad
\omega_{ijk}=\frac1R\epsilon_{ijk},\qquad V_a=0 .$$

The sign change in $C_{ijk}$ comes from $\eta_{kk}=-1$.

In (8) only $d=0$ contributes. Since $\epsilon^{ijk0}=-\epsilon_{ijk}$ and $\epsilon_{ijk}\epsilon_{ijk}=6$, the matrix between $\bar\psi$ and $\psi$ is

$$\frac18\left(\frac{12}{R}\right)\gamma_0\gamma_5=\frac3{2R}\gamma^0\gamma_5 .$$

Multiply the Dirac equation by $\gamma^0$ and solve for $i\partial_t\psi$. For a spinor whose components in this frame do not depend on position,

$$H=-\frac3{2R}\gamma_5+m\gamma^0,\qquad E=\pm\sqrt{m^2+\frac9{4R^2}} .$$

The square has no cross term because $\gamma_5$ and $\gamma^0$ anticommute. For $R\to\infty$ at fixed $m>0$, $E\to\pm m$; the leading change in $|E|$ is $9/(8mR^2)$.

Take model parameters $R=2.00\ \mu\mathrm m$ and $mc^2=0.20\ \mathrm{eV}$. Then $\omega_{123}=0.500\ \mu\mathrm m^{-1}$ and $\hbar c/R=0.09866\ \mathrm{eV}$. The massless energy magnitude is $1.5\times0.09866=0.1480\ \mathrm{eV}$. With mass,

$$|E|=\sqrt{(0.20)^2+(0.1480)^2}\ \mathrm{eV}=0.2488\ \mathrm{eV}.$$

The increase above the rest energy, $0.0488\ \mathrm{eV}$, comes entirely from the axial term in this frame: the spatial derivatives and $V_a$ are zero.

## (g) Recover the massless energies in a diagonal frame, where the axial term vanishes.

Use hyperspherical coordinates with squared length element $R^2[d\chi^2+\sin^2\chi(d\theta^2+\sin^2\theta\,d\varphi^2)]$ and frame directions 1, 2, 3 along $\theta,\varphi,\chi$.

**Solution.** The spatial volume factor is proportional to $\sin^2\chi\sin\theta$, so

$$V_1=\frac{\cot\theta}{R\sin\chi},\qquad V_2=0,\qquad V_3=\frac{2\cot\chi}{R}.$$

For $\gamma_5=+1$, the matrices $\gamma^0\gamma^i$ act as Pauli matrices, now denoted $\tau_i$. Equation (9) gives

$$\begin{aligned}
RH&=-i\tau_3(\partial_\chi+\cot\chi)+\frac K{\sin\chi},\\
K&=-i\tau_1\left(\partial_\theta+\tfrac12\cot\theta\right)-\frac{i\tau_2}{\sin\theta}\partial_\varphi .
\end{aligned}$$

Let $u=e^{i\varphi/2}(\cos\frac\theta2,\ i\sin\frac\theta2)^T$. The components of $Ku$, without the factor $e^{i\varphi/2}$, are

$$\tfrac12\cos\tfrac\theta2+\frac{1+\cos\theta}{2\sin\theta}\sin\tfrac\theta2=\cos\tfrac\theta2,$$

$$\tfrac i2\sin\tfrac\theta2+i\frac{1-\cos\theta}{2\sin\theta}\cos\tfrac\theta2=i\sin\tfrac\theta2 .$$

Thus $Ku=u$. Since $K$ anticommutes with $\tau_3$, the spinor $\xi=e^{-i\pi\tau_3/4}u$ obeys $K\xi=e^{i\pi\tau_3/4}u=e^{i\pi\tau_3/2}\xi=i\tau_3\xi$. Now set $\psi_s=e^{is\chi\tau_3/2}\xi$ with $s=\pm1$. Moving $K$ through the exponential reverses its exponent:

$$\frac{K\psi_s}{\sin\chi}=\frac{i\tau_3e^{-is\chi\tau_3}\psi_s}{\sin\chi}=(i\tau_3\cot\chi+s)\psi_s .$$

The other term is $(s/2-i\tau_3\cot\chi)\psi_s$. The cotangents cancel, leaving $H\psi_s=(3s/2R)\psi_s$.

For the chosen radius the energies are $\pm0.1480\ \mathrm{eV}$. The lower one equals the energy of the constant spinor with $\gamma_5=+1$ in part (f). There it came from the axial connection; here it comes from the derivatives. The trace term $-\frac i2\tau_iV_i$ is anti-Hermitian at each point, and in $\psi_s^\dagger H\psi_s$ it only cancels the imaginary part of the derivative term. A position-dependent rotation of the frame moves contributions between the axial and derivative terms, so $\omega_{[abc]}$ by itself is not a frame-independent measure of curvature.

## Calculated quantities

```
GENERIC CURVED FRAME (dimensionless coordinates)
largest |omega_abc|: 0.119453
largest error of anholonomy formula: 2.1e-13
independent connection components: 24
rank of map omega -> C: 24
components in Hermitian Lagrangian: 4
components in one-sided Lagrangian: 8
test mass: 0.60
full Hermitian Lagrangian / e: -3.19341935
part without connection / e: -3.30489126
axial part from C / e: 0.11147191
one-sided minus Hermitian, imaginary part: -0.95912404
half current divergence: -0.95912404
THREE-SPHERE, INVARIANT FRAME
radius R: 2.00 micrometre
mass energy: 0.20 eV
hbar*c: 0.19732698 eV micrometre
C_12^3: 1.000000 per micrometre
C_123 (last index lowered): -1.000000 per micrometre
omega_123: 0.500000 per micrometre
largest |V_a|: 1.2e-13 per micrometre
hbar*c/R: 0.09866349 eV
massless energy magnitude: 0.14799524 eV
massless energy, gamma5=+1: -0.14799524 eV
massive positive energy: 0.24880231 eV
massive negative energy: -0.24880231 eV
THREE-SPHERE, DIAGONAL FRAME
sample theta: 1.10 rad
sample phi: 0.60 rad
sample chi: 0.80 rad
V_theta: 0.354753 per micrometre
V_chi: 0.971215 per micrometre
largest |C_[abc]|: 0.0e+00 per micrometre
explicit spinor, lower energy: -0.14799524 eV
explicit spinor, upper energy: 0.14799524 eV
```
